# From ballistic flight to diffusion for laser-excited electrons: a numerical check

```python
# Result under test: an electron of constant speed v, scattered at constant rate
# 1/tau with mean deflection cosine g, has the mean-square displacement
#   <r^2> = 2 v^2 T^2 (x - 1 + exp(-x)),  T = tau/(1-g),  x = t/T.
# It grows as v^2 t^2 early and as 6 D t late, with D = v^2 T / 3.
# Simulations use tau = 1 and v = 1; the aluminium example uses nm and fs.
import numpy as np
from math import exp, factorial, log, pi, sqrt
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(12345)


def reduced_msd(x):
    """Derived formula in units of (v T)^2."""
    return 2 * (x + np.expm1(-x))


def exponent(x):
    """Derived local exponent d ln<r^2> / d ln t."""
    return -x * np.expm1(-x) / (x + np.expm1(-x))


def random_directions(n):
    a = rng.normal(size=(n, 3))
    return a / np.linalg.norm(a, axis=1)[:, None]


def isotropic(u):
    return random_directions(len(u))


def deflect_60_degrees(u):
    """Fixed deflection angle, random azimuth: mean cosine 0.5."""
    w = np.cross(u, random_directions(len(u)))
    w /= np.linalg.norm(w, axis=1)[:, None]
    return 0.5 * u + sqrt(0.75) * w


def simulate(times, n, draw_flight, scatter):
    """Follow n electrons flight by flight and record them at given times."""
    position = np.zeros((len(times), n, 3))
    cosine = np.zeros((len(times), n))
    collisions = np.zeros((len(times), n), dtype=int)
    r, clock = np.zeros((n, 3)), np.zeros(n)
    u = random_directions(n)
    u_start = u.copy()
    k = 0
    while clock.min() <= times[-1]:
        s = draw_flight(n)
        for j, t in enumerate(times):
            m = (clock <= t) & (t < clock + s)
            position[j, m] = r[m] + u[m] * (t - clock[m])[:, None]
            cosine[j, m] = np.sum(u[m] * u_start[m], axis=1)
            collisions[j, m] = k
        r += u * s[:, None]
        clock += s
        u = scatter(u)
        k += 1
    return position, cosine, collisions


def check_mean(sample, expected):
    """Sample mean must agree within five standard errors."""
    error = sample.std() / sqrt(len(sample))
    assert abs(sample.mean() - expected) < 5 * error + 1e-9


def exponential_flight(n):
    return rng.exponential(1.0, n)


# Example inputs: rough typical values for fcc aluminium
lattice_nm = 0.405
electrons_per_cell = 12          # four atoms, three free electrons each
energy_eV = 1.0                  # above the Fermi level
tau_fs = 8.0                     # momentum relaxation time at 300 K
times_fs = np.array([2.0, 8.0, 16.0, 40.0, 100.0])
x_values = times_fs / tau_fs
n_electrons = 100000

# Isotropic scattering: displacement, components and direction memory
pos, cosine, hits = simulate(x_values, n_electrons, exponential_flight,
                             isotropic)
r2 = np.sum(pos**2, axis=2)
for j, x in enumerate(x_values):
    check_mean(r2[j], reduced_msd(x))
    check_mean(pos[j, :, 2]**2, reduced_msd(x) / 3)
    check_mean(cosine[j], exp(-x))

# Mean square for a fixed number of collisions
for n in range(5):
    check_mean(r2[2][hits[2] == n], 2 * x_values[2]**2 / (n + 2))

# Anisotropic scattering: only T = tau/(1-g) should matter
T_aniso = 1 / (1 - 0.5)
aniso_times = np.array([0.5, 2.0, 6.0, 12.0])
pos_a, cos_a, _ = simulate(aniso_times, n_electrons, exponential_flight,
                           deflect_60_degrees)
for j, t in enumerate(aniso_times):
    check_mean(np.sum(pos_a[j]**2, axis=1),
               T_aniso**2 * reduced_msd(t / T_aniso))
    check_mean(cos_a[j], exp(-t / T_aniso))

# Less random flight times (gamma law, shape 2, mean 1): slope <s^2>/<s>
pos_g, _, _ = simulate(np.array([10.0, 20.0]), n_electrons,
                       lambda n: rng.gamma(2.0, 0.5, n), isotropic)
growth = np.sum(pos_g[1]**2, axis=1) - np.sum(pos_g[0]**2, axis=1)
gamma_slope = growth.mean() / 10
second_moment = quad(lambda s: s**2 * 4 * s * exp(-2 * s), 0, np.inf)[0]
check_mean(growth / 10, second_moment)
assert gamma_slope < 1.8         # clearly below the exponential value 2


# Explicit average over Poisson collision numbers
def poisson_sum(x):
    return sum(exp(-x) * x**n / factorial(n) * 2 * x**2 / (n + 2)
               for n in range(100))


for x in (0.1, 1.0, 2.0, 5.0, 12.5):
    assert abs(poisson_sum(x) / reduced_msd(x) - 1) < 1e-11
    h = 1e-4
    slope = (log(poisson_sum(x * exp(h))) - log(poisson_sum(x * exp(-h))))
    assert abs(slope / (2 * h) - exponent(x)) < 1e-6
assert abs((poisson_sum(0.01) / 0.01**2 - 1) / 0.01 + 1 / 3) < 1e-3
assert abs(poisson_sum(20.0) - 2 * (20.0 - 1)) < 1e-7
grid = np.geomspace(0.02, 200, 2000)
assert np.all(np.diff(exponent(grid)) < 0)
assert abs((exponent(200.0) - 1) * 200 - 1) < 0.01

# Crossover times in units of T
x_meet = brentq(lambda x: x**2 - 2 * x, 0.5, 10)
x_19, x_15, x_11 = [brentq(lambda x: exponent(x) - a, 0.01, 100)
                    for a in (1.9, 1.5, 1.1)]

# Aluminium example
density = electrons_per_cell / (lattice_nm * 1e-9)**3
k_fermi = (3 * pi**2 * density)**(1 / 3)
fermi_eV = (const.hbar * k_fermi)**2 / (2 * const.m_e) / const.e
total_eV = fermi_eV + energy_eV
speed = sqrt(2 * total_eV * const.e / const.m_e) * 1e-6      # nm/fs
fermi_speed = const.hbar * k_fermi / const.m_e * 1e-6        # nm/fs
path_nm = speed * tau_fs
D = speed**2 * tau_fs / 3                                   # nm^2/fs
D_cm2_s = D * 1e-14 / 1e-15
resistivity = const.m_e / (density * const.e**2 * tau_fs * 1e-15) * 1e8


def msd(t, v=speed, T=tau_fs):
    return (v * T)**2 * reduced_msd(t / T)


def change(new, old):
    return 100 * (new / old - 1)


# Sizes of neglected effects
t_end = times_fs[-1]
tau_ee_fs = 30.0                 # rough electron-electron lifetime at 1 eV
tau_both = 1 / (1 / tau_fs + 1 / tau_ee_fs)
loss = change(msd(t_end, fermi_speed, tau_both), msd(t_end))
hot = change(msd(t_end, speed, tau_fs * 300 / 400), msd(t_end))
slow = change(msd(t_end, 0.9 * speed), msd(t_end))

film_nm = 200.0
half = film_nm / 2
z = pos[-1, :, 2] * path_nm
folded = np.mod(z + half, 4 * half)
folded = np.minimum(folded, 4 * half - folded) - half
assert np.max(np.abs(folded)) <= half + 1e-9
film = change(np.mean(folded**2), np.mean(z**2))

pulse_fs = 20.0                  # full width at half maximum
sigma = pulse_fs / (2 * sqrt(2 * log(2)))


def pulse_msd(t):
    """Average over electrons already excited at time t after the peak."""
    def weight(age):
        return exp(-(t - age)**2 / (2 * sigma**2))
    top = t + 8 * sigma
    low = max(0.0, t - 8 * sigma)
    return (quad(lambda a: weight(a) * msd(a), low, top)[0]
            / quad(weight, low, top)[0])


pulse_early = change(pulse_msd(8.0), msd(8.0))
pulse_late = change(pulse_msd(t_end), msd(t_end))
width_eV = const.hbar / (tau_fs * 1e-15) / const.e
wavelength_nm = const.h / (const.m_e * speed * 1e6) * 1e9
plasma_fs = 2 * pi / sqrt(density * const.e**2
                          / (const.epsilon_0 * const.m_e)) * 1e15

print("Crossover times in units of the relaxation time T")
print(f"asymptotes meet: {x_meet:.3f}")
print(f"exact / ballistic value there: {reduced_msd(x_meet)/x_meet**2:.3f}")
print(f"exponent there: {exponent(x_meet):.3f}")
print(f"exponent 1.9 at {x_19:.3f}, 1.5 at {x_15:.3f}, 1.1 at {x_11:.2f}")
print("Late slope of <r^2>, units v^2 tau, gamma-law flight times")
print(f"simulated {gamma_slope:.3f}, <s^2>/<s> = {second_moment:.3f}")
print("Aluminium example, rough inputs")
print(f"lattice constant: {lattice_nm:.3f} nm")
print(f"free electrons per cubic cell: {electrons_per_cell}")
print(f"electron density: {density*1e-6:.3e} cm^-3")
print(f"Fermi energy: {fermi_eV:.2f} eV")
print(f"energy above Fermi level: {energy_eV:.1f} eV")
print(f"relaxation time: {tau_fs:.1f} fs")
print(f"resistivity implied by it: {resistivity:.2f} microohm cm")
print(f"speed: {speed:.3f} nm/fs; Fermi speed: {fermi_speed:.3f} nm/fs")
print(f"mean free path: {path_nm:.2f} nm")
print(f"diffusion coefficient: {D:.2f} nm^2/fs = {D_cm2_s:.1f} cm^2/s")
print(f"asymptotes meet at: {x_meet*tau_fs:.1f} fs")
print(f"exponent falls to 1.1 at: {x_11*tau_fs:.1f} fs")
print("Columns: t (fs), <r^2>, v^2 t^2, 6Dt (nm^2),")
print("  rms r (nm), rms z (nm), exponent, unscattered fraction")
for t in times_fs:
    m = msd(t)
    print(f"{t:5.0f} {m:9.1f} {(speed*t)**2:9.1f} {6*D*t:9.1f} "
          f"{sqrt(m):7.2f} {sqrt(m/3):7.2f} {exponent(t/tau_fs):6.3f} "
          f"{exp(-t/tau_fs):.2e}")
sim = r2[-1] * path_nm**2
print(f"simulated electrons: {n_electrons}")
print(f"simulated <r^2> at {t_end:.0f} fs: {sim.mean():.0f} nm^2, "
      f"standard error {sim.std()/sqrt(n_electrons):.0f} nm^2")
print(f"Neglected effects: change of <r^2> at {t_end:.0f} fs")
print(f"e-e lifetime {tau_ee_fs:.0f} fs and Fermi speed: {loss:.0f} %")
print(f"combined relaxation time in that estimate: {tau_both:.2f} fs")
print(f"lattice at 400 K instead of 300 K: {hot:.0f} %")
print(f"speed lower by 10 %: {slow:.0f} %")
print(f"{film_nm:.0f} nm film, start at middle, <z^2> only: {film:.0f} %")
print(f"{pulse_fs:.0f} fs pulse, {t_end:.0f} fs after peak: "
      f"{pulse_late:.1f} %")
print(f"{pulse_fs:.0f} fs pulse, 8 fs after peak: {pulse_early:.0f} %")
print(f"level width hbar/tau: {width_eV:.3f} eV")
print(f"electron wavelength: {wavelength_nm:.3f} nm")
print(f"plasma period (screening time scale): {plasma_fs:.3f} fs")
print("OK")
```

Running it gives:

```
Crossover times in units of the relaxation time T
asymptotes meet: 2.000
exact / ballistic value there: 0.568
exponent there: 1.523
exponent 1.9 at 0.316, 1.5 at 2.149, 1.1 at 11.00
Late slope of <r^2>, units v^2 tau, gamma-law flight times
simulated 1.495, <s^2>/<s> = 1.500
Aluminium example, rough inputs
lattice constant: 0.405 nm
free electrons per cubic cell: 12
electron density: 1.806e+23 cm^-3
Fermi energy: 11.65 eV
energy above Fermi level: 1.0 eV
relaxation time: 8.0 fs
resistivity implied by it: 2.46 microohm cm
speed: 2.110 nm/fs; Fermi speed: 2.025 nm/fs
mean free path: 16.88 nm
diffusion coefficient: 11.87 nm^2/fs = 118.7 cm^2/s
asymptotes meet at: 16.0 fs
exponent falls to 1.1 at: 88.0 fs
Columns: t (fs), <r^2>, v^2 t^2, 6Dt (nm^2),
  rms r (nm), rms z (nm), exponent, unscattered fraction
    2      16.4      17.8     142.4    4.05    2.34  1.920 7.79e-01
    8     209.6     284.8     569.7   14.48    8.36  1.718 3.68e-01
   16     646.8    1139.4    1139.4   25.43   14.68  1.523 1.35e-01
   40    2282.6    7121.0    2848.4   47.78   27.58  1.239 6.74e-03
  100    6551.4   44506.5    7121.0   80.94   46.73  1.087 3.73e-06
simulated electrons: 100000
simulated <r^2> at 100 fs: 6569 nm^2, standard error 16 nm^2
Neglected effects: change of <r^2> at 100 fs
e-e lifetime 30 fs and Fermi speed: -26 %
combined relaxation time in that estimate: 6.32 fs
lattice at 400 K instead of 300 K: -23 %
speed lower by 10 %: -19 %
200 nm film, start at middle, <z^2> only: -8 %
20 fs pulse, 100 fs after peak: 0.0 %
20 fs pulse, 8 fs after peak: 85 %
level width hbar/tau: 0.082 eV
electron wavelength: 0.345 nm
plasma period (screening time scale): 0.262 fs
OK
```
